# Indium segregation and the composition of a growing quantum well: verification in Python

```python
# Result under test: with a layer-to-layer segregation fraction R, the buried
# indium fraction of well monolayer n is x_n = x0*(1 - R**n), so that
# R = 0.8 gives about 89 per cent of the nominal fraction x0 at n = 10.
# x0: indium fraction of the supplied group-III flux
# R:  fraction of indium in a layer that moves up when the layer is covered
# s_n: indium in layer n while it is the surface, in monolayers (ML)
# N:  number of well layers; a pure GaAs cap follows
import numpy as np


def grow(x0, R, n_well, n_cap):
    """Exchange In and Ga layer by layer.

    Returns surface indium, final indium, and the number of the layer in
    which gallium ran out (None if the exchange was always possible).
    """
    surface, indium = [], []
    for layer in range(1, n_well + n_cap + 1):
        new_in = x0 if layer <= n_well else 0.0
        new_ga = 1.0 - new_in
        if indium:
            moved = R * indium[-1]
            if moved > new_ga:
                return np.array(surface), np.array(indium), layer
            indium[-1] -= moved
            new_in += moved
        surface.append(new_in)
        indium.append(new_in)
    return np.array(surface), np.array(indium), None


def follow_atoms(x0, R, n_well, n_sites, rng):
    """Let single In atoms rise at random; return In fraction per layer."""
    arrivals = rng.binomial(n_sites, x0, size=n_well)
    layer = np.repeat(np.arange(1, n_well + 1), arrivals)
    mobile = np.arange(layer.size)
    while mobile.size:
        mobile = mobile[rng.random(mobile.size) < R]
        layer[mobile] += 1
    return np.bincount(layer, minlength=n_well + 30)[1:] / n_sites


x0, R, N, n_cap = 0.15, 0.8, 10, 200
surface, buried, failed_layer = grow(x0, R, N, n_cap)
assert failed_layer is None

# Closed formulas against the explicit exchange
n = np.arange(1, N + 1)
k = np.arange(1, n_cap)          # the last cap layer is never covered
well_formula = x0 * (1 - R**n)
cap_formula = x0 * (1 - R**N) * R**k
surface_formula = x0 * (1 - R**n) / (1 - R)
assert np.allclose(surface[:N], surface_formula, rtol=0, atol=1e-12)
assert np.allclose(buried[:N], well_formula, rtol=0, atol=1e-12)
assert np.allclose(buried[N:-1], cap_formula, rtol=0, atol=1e-12)
ratio = buried[N - 1] / x0
assert round(100 * ratio) == 89

# Mean well composition and indium carried into the cap
mean_ratio = buried[:N].mean() / x0
cap_indium = buried[N:].sum()
assert abs(mean_ratio - (1 - R * (1 - R**N) / (N * (1 - R)))) < 1e-12
assert abs(cap_indium - x0 * R * (1 - R**N) / (1 - R)) < 1e-12

# Random rise of single atoms; tolerance is five standard errors
n_sites = 400000
random_x = follow_atoms(x0, R, N, n_sites, np.random.default_rng(7))
standard_error = np.sqrt(x0 / n_sites)
assert np.all(np.abs(random_x[:N] - well_formula) < 5 * standard_error)
assert np.all(np.abs(random_x[N:N + 10] - cap_formula[:10])
              < 5 * standard_error)

# First layer above 90 per cent, read from the exchange in a thick well
thick = grow(x0, R, 60, 1)[1][:60] / x0
first_90 = int(np.argmax(thick > 0.9)) + 1
assert first_90 == int(np.floor(np.log(0.1) / np.log(R))) + 1

# Validity limit: gallium must suffice for the exchange
limit_N = (1 - R) / (1 - R**N)
limit_any = 1 - R
assert grow(limit_N - 0.001, R, N, 5)[2] is None
assert grow(limit_N + 0.001, R, N, 5)[2] == N
assert grow(limit_any - 0.001, R, 2000, 5)[2] is None
assert grow(limit_any + 0.001, R, 2000, 5)[2] is not None

# Sensitivity to R
other_R = (0.75, 0.85)
other_ratio = [grow(x0, r, N, n_cap)[1][N - 1] / x0 for r in other_R]
for r, value in zip(other_R, other_ratio):
    assert abs(value - (1 - r**N)) < 1e-12

print(f"nominal indium fraction x0 = {x0:.2f}")
print(f"segregation fraction R = {R:.2f}")
print(f"well thickness N = {N} ML")
print("layer | surface In s_n (ML) | buried fraction x_n | x_n/x0 (%)")
for i in range(N + 5):
    place = "well" if i < N else "cap"
    print(f"{i + 1:2d} {place:4s} | {surface[i]:.4f} | {buried[i]:.4f}"
          f" | {100 * buried[i] / x0:.2f}")
print(f"R^N = {R**N:.4f}")
print(f"layer {N}, buried: x_N/x0 = {100 * ratio:.2f} %")
print(f"layer {N}, while surface: s_N/x0 = {surface[N - 1] / x0:.3f}")
print(f"layer {N}, random atoms: x_N/x0 = {100 * random_x[N - 1] / x0:.1f} %")
print(f"  standard error at most {100 * standard_error / x0:.1f} % of x0")
print(f"mean of well layers / x0 = {100 * mean_ratio:.2f} %")
print(f"mean indium fraction of well = {buried[:N].mean():.4f}")
print(f"indium supplied = {N * x0:.3f} ML")
print(f"indium left in well = {buried[:N].sum():.4f} ML")
print(f"indium in cap = {cap_indium:.4f} ML")
print(f"share of indium in cap = {100 * cap_indium / (N * x0):.2f} %")
print(f"first layer above 90 % of x0: n = {first_90}")
print(f"  x_n/x0 in that layer = {100 * thick[first_90 - 1]:.2f} %")
print(f"largest x0 for a well of {N} ML = {limit_N:.4f}")
print(f"largest x0 for any thickness = {limit_any:.2f}")
for r, value in zip(other_R, other_ratio):
    print(f"R = {r:.2f}: x_N/x0 = {100 * value:.2f} %")
print("no test failed")
```

Printed output:

```
nominal indium fraction x0 = 0.15
segregation fraction R = 0.80
well thickness N = 10 ML
layer | surface In s_n (ML) | buried fraction x_n | x_n/x0 (%)
 1 well | 0.1500 | 0.0300 | 20.00
 2 well | 0.2700 | 0.0540 | 36.00
 3 well | 0.3660 | 0.0732 | 48.80
 4 well | 0.4428 | 0.0886 | 59.04
 5 well | 0.5042 | 0.1008 | 67.23
 6 well | 0.5534 | 0.1107 | 73.79
 7 well | 0.5927 | 0.1185 | 79.03
 8 well | 0.6242 | 0.1248 | 83.22
 9 well | 0.6493 | 0.1299 | 86.58
10 well | 0.6695 | 0.1339 | 89.26
11 cap  | 0.5356 | 0.1071 | 71.41
12 cap  | 0.4285 | 0.0857 | 57.13
13 cap  | 0.3428 | 0.0686 | 45.70
14 cap  | 0.2742 | 0.0548 | 36.56
15 cap  | 0.2194 | 0.0439 | 29.25
R^N = 0.1074
layer 10, buried: x_N/x0 = 89.26 %
layer 10, while surface: s_N/x0 = 4.463
layer 10, random atoms: x_N/x0 = 89.8 %
  standard error at most 0.4 % of x0
mean of well layers / x0 = 64.29 %
mean indium fraction of well = 0.0964
indium supplied = 1.500 ML
indium left in well = 0.9644 ML
indium in cap = 0.5356 ML
share of indium in cap = 35.71 %
first layer above 90 % of x0: n = 11
  x_n/x0 in that layer = 91.41 %
largest x0 for a well of 10 ML = 0.2241
largest x0 for any thickness = 0.20
R = 0.75: x_N/x0 = 94.37 %
R = 0.85: x_N/x0 = 80.31 %
no test failed
```
